# Spin Expectation Value and Collinearity Test for Two-Component Determinants: verification in Python

```python
# Result under test, for a determinant of N orthonormal two-component spinors:
#   <S^2> = |<S>|^2 + N - Tr(D^2)/2
#   C = (Tr T) 1 - T,   T_ij = Tr(p_i p_j)
# P = 1 x p_0 + sum_k sigma_k x p_k is the idempotent density matrix,
# D = 2 p_0 the spin-summed density matrix, and C the real symmetric
# covariance matrix of the total spin (hbar = 1).
# C has a zero eigenvalue exactly when the determinant is collinear.
# Independent road: determinants and operators in the full Fock space.
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(7)
SITES = 3
MODES = 2 * SITES                       # index = spin * SITES + site
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one_site = np.eye(SITES)
spin_one_body = [np.kron(s / 2, one_site) for s in sigma]


def build_creators():
    lower = np.array([[0, 1], [0, 0]], dtype=complex)
    parity = np.diag([1.0, -1.0])
    creators = []
    for mode in range(MODES):
        op = np.eye(1)
        for k in range(MODES):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        creators.append(op.conj().T)
    return creators


create = build_creators()
destroy = [a.conj().T for a in create]


def many_body(h):
    return sum(h[p, q] * create[p] @ destroy[q]
               for p in range(MODES) for q in range(MODES)
               if abs(h[p, q]) > 0)


spin_fock = [many_body(s) for s in spin_one_body]


def fock_determinant(orbitals):
    state = np.zeros(2**MODES, dtype=complex)
    state[0] = 1
    for column in orbitals.T:
        state = sum(column[p] * (create[p] @ state) for p in range(MODES))
    return state


def fock_spin(state):
    """Mean spin, Hermitian covariance and <S^2> from the state vector."""
    images = [s @ state for s in spin_fock]
    mean = np.array([np.vdot(state, v).real for v in images])
    second = np.array([[np.vdot(a, b) for b in images] for a in images])
    return mean, second - np.outer(mean, mean), np.trace(second).real


def spatial_parts(P):
    blocks = P.reshape(2, SITES, 2, SITES)
    p0 = np.einsum('sisj->ij', blocks) / 2
    pk = [np.einsum('ts,sitj->ij', s, blocks) / 2 for s in sigma]
    return p0, pk


def formula_spin(P, overlap=one_site):
    """Mean spin, symmetric covariance and <S^2> from the derived formulas."""
    p0, pk = spatial_parts(P)
    p0 = p0 @ overlap
    pk = [p @ overlap for p in pk]
    mean = np.array([np.trace(p).real for p in pk])
    T = np.array([[np.trace(a @ b).real for b in pk] for a in pk])
    D = 2 * p0
    s2 = mean @ mean + np.trace(D).real - np.trace(D @ D).real / 2
    return mean, np.trace(T) * np.eye(3) - T, s2


def random_orbitals(rows, columns):
    z = rng.normal(size=(rows, columns)) + 1j * rng.normal(size=(rows, columns))
    return np.linalg.qr(z)[0]


def density(orbitals):
    return orbitals @ orbitals.conj().T


def occupied_spins(orbitals, axis):
    n_sigma = 2 * sum(a * s for a, s in zip(axis, spin_one_body))
    return np.linalg.eigvalsh(orbitals.conj().T @ n_sigma @ orbitals)


def check_against_fock(orbitals):
    mean, cov, s2 = fock_spin(fock_determinant(orbitals))
    f_mean, f_cov, f_s2 = formula_spin(density(orbitals))
    assert np.allclose(mean, f_mean, atol=1e-10)
    assert np.allclose(cov.real, f_cov, atol=1e-10)
    assert abs(s2 - f_s2) < 1e-10
    return mean, cov, s2


def spin_rotation(theta, phi):
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    return np.array([[c, -np.exp(-1j * phi) * s], [np.exp(1j * phi) * s, c]])


# General determinants, all particle numbers, and a nonorthogonal basis
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[j, i, k] = 1, -1
for electrons in range(1, MODES):
    orb = random_orbitals(MODES, electrons)
    mean, cov, s2 = check_against_fock(orb)
    assert np.allclose(cov.imag, np.einsum('ijk,k->ij', levi, mean) / 2,
                       atol=1e-10)
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    lam = occupied_spins(orb, axis)
    assert abs(axis @ cov.real @ axis - np.sum(1 - lam**2) / 4) < 1e-10
    basis = np.eye(SITES) + 0.2 * rng.normal(size=(SITES, SITES))
    ao_orb = np.kron(np.eye(2), np.linalg.inv(basis)) @ orb
    a_mean, a_cov, a_s2 = formula_spin(density(ao_orb), basis.T @ basis)
    assert np.allclose(a_mean, mean, atol=1e-9)
    assert np.allclose(a_cov, cov.real, atol=1e-9)
    assert abs(a_s2 - s2) < 1e-9

# Collinear determinants about an arbitrary axis
theta, phi = np.pi / 3, np.pi / 4
tilt = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                 np.cos(theta)])
rotate = np.kron(spin_rotation(theta, phi), one_site)
for n_up, n_down in [(1, 1), (2, 1), (2, 2)]:
    up, down = random_orbitals(SITES, n_up), random_orbitals(SITES, n_down)
    orb = np.zeros((MODES, n_up + n_down), dtype=complex)
    orb[:SITES, :n_up], orb[SITES:, n_up:] = up, down
    mean, cov, s2 = check_against_fock(rotate @ orb)
    M = (n_up - n_down) / 2
    uhf = M**2 + (n_up + n_down) / 2 - np.sum(abs(up.conj().T @ down)**2)
    assert abs(s2 - uhf) < 1e-10
    values, vectors = np.linalg.eigh(cov.real)
    assert abs(values[0]) < 1e-10 and values[1] > 1e-4
    assert np.allclose(values[1:], (s2 - M**2) / 2, atol=1e-10)
    assert abs(abs(vectors[:, 0] @ tilt) - 1) < 1e-8
closed = np.kron(np.eye(2), random_orbitals(SITES, 1))
_, closed_cov, closed_s2 = check_against_fock(closed)
assert np.allclose(closed_cov, 0, atol=1e-10) and abs(closed_s2) < 1e-10

# Noncollinear determinant whose Hermitian covariance is nevertheless singular
trap = np.zeros((MODES, 2), dtype=complex)
trap[0, 0] = 1
trap[SITES, 1] = trap[1, 1] = 1 / np.sqrt(2)
_, trap_cov, trap_s2 = check_against_fock(trap)
trap_hermitian = np.linalg.eigvalsh(trap_cov)
trap_symmetric = np.linalg.eigvalsh(trap_cov.real)
assert abs(trap_hermitian[0]) < 1e-10 and trap_symmetric[0] > 0.01


def site_moments(P):
    return np.array([2 * np.diag(p).real for p in spatial_parts(P)[1]]).T


# Kramers pair with spin-orbit hopping: no site moment, yet noncollinear
t, soc = 1.0, 0.5
hopping = np.kron(np.eye(2), -t * (np.ones((SITES, SITES)) - one_site))
h_soc = hopping.astype(complex)
for (a, b), s in zip([(0, 1), (1, 2), (2, 0)], sigma):
    bond = np.zeros((SITES, SITES))
    bond[a, b], bond[b, a] = 1, -1
    h_soc += 1j * soc * np.kron(s, bond)
assert np.allclose(h_soc, h_soc.conj().T)
kramers_levels, kramers_vectors = np.linalg.eigh(h_soc)
assert kramers_levels[2] - kramers_levels[1] > 0.1
kramers = kramers_vectors[:, :2]
_, kramers_cov, kramers_s2 = check_against_fock(kramers)
kramers_values = np.linalg.eigvalsh(kramers_cov.real)
kramers_moment = np.max(abs(site_moments(density(kramers))))
assert kramers_moment < 1e-10 and kramers_values[0] > 1e-3


# Noncollinear mean-field theory of the half-filled Hubbard triangle
def mean_field(U, moments):
    charges = np.ones(SITES)
    for _ in range(3000):
        fock = hopping + np.kron(np.eye(2), np.diag(U * charges / 2))
        for k in range(3):
            fock = fock - np.kron(sigma[k], np.diag(U * moments[:, k] / 2))
        orb = np.linalg.eigh(fock)[1][:, :3]
        P = density(orb)
        new_charges = 2 * np.diag(spatial_parts(P)[0]).real
        new_moments = site_moments(P)
        change = max(np.max(abs(new_charges - charges)),
                     np.max(abs(new_moments - moments)))
        if change < 1e-12:
            break
        charges = (charges + new_charges) / 2
        moments = (moments + new_moments) / 2
    assert change < 1e-12
    energy = np.trace(hopping @ P).real + U / 4 * np.sum(
        new_charges**2 - np.sum(new_moments**2, axis=1))
    return orb, energy, new_moments, new_charges


def hubbard_fock(U):
    number = [create[p] @ destroy[p] for p in range(MODES)]
    return many_body(hopping) + U * sum(number[r] @ number[r + SITES]
                                        for r in range(SITES))


angles = 2 * np.pi * np.arange(SITES) / 3
star = np.array([np.cos(angles), np.sin(angles), 0 * angles]).T
spiral = {}
for U in (10.0, 40.0):
    orb, energy, moments, charges = mean_field(U, star)
    _, cov, s2 = check_against_fock(orb)
    values = np.linalg.eigvalsh(cov.real)

    def gap_root(m):
        return np.sqrt((1.5 * t)**2 + (U * m / 2)**2)

    m = brentq(lambda x: x - (1 + U * x / gap_root(x)) / 3, 0.5, 1.0,
               xtol=1e-14)
    c = 1.5 * t / gap_root(m)
    assert np.allclose(np.linalg.norm(moments, axis=1), m, atol=1e-9)
    assert np.allclose(charges, 1, atol=1e-9)
    assert abs(s2 - (1.5 - 0.75 * c**2)) < 1e-9
    expected = [3 / 8 - c**2 / 8, 3 / 8 - c**2 / 8, 3 / 4 - c**2 / 2]
    assert np.allclose(values, expected, atol=1e-9)
    state = fock_determinant(orb)
    assert abs(np.vdot(state, hubbard_fock(U) @ state).real - energy) < 1e-9
    spiral[U] = dict(orb=orb, energy=energy, moments=moments, m=m, c=c,
                     s2=s2, values=values)

U = 10.0
H = hubbard_fock(U)
up_up_down = np.array([[0, 0, 1], [0, 0, 1], [0, 0, -1]], dtype=float)
col_orb, col_energy, _, _ = mean_field(U, up_up_down)
col_orb = rotate @ col_orb
col_moments = site_moments(density(col_orb))
col_mean, col_cov, col_s2 = check_against_fock(col_orb)
col_values, col_vectors = np.linalg.eigh(col_cov.real)
col_axis = col_vectors[:, 0] * np.sign(col_vectors[2, 0])
col_state = fock_determinant(col_orb)
assert abs(np.vdot(col_state, H @ col_state).real - col_energy) < 1e-9
assert abs(col_values[0]) < 1e-10 and col_values[1] > 0.01
assert np.allclose(col_axis, tilt, atol=1e-8)
col_lam = occupied_spins(col_orb, col_axis)
assert np.allclose(abs(col_lam), 1, atol=1e-9)
star_lam = occupied_spins(spiral[U]['orb'], [1, 0, 0])
assert np.min(abs(star_lam)) < 0.99
assert spiral[U]['energy'] < col_energy

sector = [n for n in range(2**MODES) if bin(n).count('1') == 3]
levels, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
ground = np.zeros(2**MODES, dtype=complex)
ground[sector] = vectors[:, 0]
ground_s2 = fock_spin(ground)[2]
assert levels[0] < spiral[U]['energy'] and abs(ground_s2 - 0.75) < 1e-9


def show(label, value, unit):
    rounded = np.round(np.atleast_1d(value), 6) + 0.0
    print(label + ':', ' '.join(f'{x:.6f}' for x in rounded), unit)


show('Hopping t', t, '(energy unit)')
show('Interaction U', U, 't')
for r in range(SITES):
    show(f'120-degree state, moment (x,y,z) site {r + 1}',
         spiral[U]['moments'][r], 'mu_B (g=2)')
for strength, data in spiral.items():
    tag = f'120-degree state U={strength:.0f}t, '
    show(tag + 'moment length', data['m'], 'mu_B (g=2)')
    show(tag + 'mixing parameter c', data['c'], '(dimensionless)')
    show(tag + 'energy', data['energy'], 't')
    show(tag + '<S^2>', data['s2'], 'hbar^2')
    show(tag + 'covariance eigenvalues', data['values'], 'hbar^2')
show('120-degree state U=10t, occupied eigenvalues of sigma_x', star_lam,
     '(dimensionless)')
show('Tilt angles theta, phi', np.degrees([theta, phi]), 'degrees')
show('Tilt axis put in', tilt, '(dimensionless)')
for r in range(SITES):
    show(f'Tilted collinear state, moment (x,y,z) site {r + 1}',
         col_moments[r], 'mu_B (g=2)')
show('Tilted collinear state, energy', col_energy, 't')
show('Tilted collinear state, mean spin', col_mean, 'hbar')
show('Tilted collinear state, <S^2>', col_s2, 'hbar^2')
for r in range(3):
    show(f'Tilted collinear state, covariance row {r + 1}',
         col_cov.real[r], 'hbar^2')
show('Tilted collinear state, covariance eigenvalues', col_values, 'hbar^2')
show('Tilted collinear state, axis found', col_axis, '(dimensionless)')
show('Tilted collinear state, occupied eigenvalues of n.sigma', col_lam,
     '(dimensionless)')
show('Energy of collinear minus 120-degree state',
     col_energy - spiral[U]['energy'], 't')
show('Exact model ground state, energy', levels[0], 't')
show('Exact model ground state, <S^2>', ground_s2, 'hbar^2')
show('S_plus example, <S^2>', trap_s2, 'hbar^2')
show('S_plus example, Hermitian covariance eigenvalues', trap_hermitian,
     'hbar^2')
show('S_plus example, symmetric covariance eigenvalues', trap_symmetric,
     'hbar^2')
show('Kramers pair, spin-orbit hopping', soc, 't')
show('Kramers pair, largest site moment component', kramers_moment,
     'mu_B (g=2)')
show('Kramers pair, <S^2>', kramers_s2, 'hbar^2')
show('Kramers pair, covariance eigenvalues', kramers_values, 'hbar^2')
print('done: every assertion held')
```

It prints:

```
Hopping t: 1.000000 (energy unit)
Interaction U: 10.000000 t
120-degree state, moment (x,y,z) site 1: 0.970249 0.000000 0.000000 mu_B (g=2)
120-degree state, moment (x,y,z) site 2: -0.485125 0.840260 0.000000 mu_B (g=2)
120-degree state, moment (x,y,z) site 3: -0.485125 -0.840260 0.000000 mu_B (g=2)
120-degree state U=10t, moment length: 0.970249 mu_B (g=2)
120-degree state U=10t, mixing parameter c: 0.295401 (dimensionless)
120-degree state U=10t, energy: -0.446575 t
120-degree state U=10t, <S^2>: 1.434554 hbar^2
120-degree state U=10t, covariance eigenvalues: 0.364092 0.364092 0.706369 hbar^2
120-degree state U=40t, moment length: 0.998126 mu_B (g=2)
120-degree state U=40t, mixing parameter c: 0.074930 (dimensionless)
120-degree state U=40t, energy: -0.112447 t
120-degree state U=40t, <S^2>: 1.495789 hbar^2
120-degree state U=40t, covariance eigenvalues: 0.374298 0.374298 0.747193 hbar^2
120-degree state U=10t, occupied eigenvalues of sigma_x: -0.647700 -0.352300 1.000000 (dimensionless)
Tilt angles theta, phi: 60.000000 45.000000 degrees
Tilt axis put in: 0.612372 0.612372 0.500000 (dimensionless)
Tilted collinear state, moment (x,y,z) site 1: 0.599806 0.599806 0.489740 mu_B (g=2)
Tilted collinear state, moment (x,y,z) site 2: 0.599806 0.599806 0.489740 mu_B (g=2)
Tilted collinear state, moment (x,y,z) site 3: -0.587240 -0.587240 -0.479479 mu_B (g=2)
Tilted collinear state, energy: -0.401656 t
Tilted collinear state, mean spin: 0.306186 0.306186 0.250000 hbar
Tilted collinear state, <S^2>: 1.670243 hbar^2
Tilted collinear state, covariance row 1: 0.443826 -0.266295 -0.217429 hbar^2
Tilted collinear state, covariance row 2: -0.266295 0.443826 -0.217429 hbar^2
Tilted collinear state, covariance row 3: -0.217429 -0.217429 0.532591 hbar^2
Tilted collinear state, covariance eigenvalues: 0.000000 0.710121 0.710121 hbar^2
Tilted collinear state, axis found: 0.612372 0.612372 0.500000 (dimensionless)
Tilted collinear state, occupied eigenvalues of n.sigma: -1.000000 1.000000 1.000000 (dimensionless)
Energy of collinear minus 120-degree state: 0.044919 t
Exact model ground state, energy: -0.582576 t
Exact model ground state, <S^2>: 0.750000 hbar^2
S_plus example, <S^2>: 1.000000 hbar^2
S_plus example, Hermitian covariance eigenvalues: 0.000000 0.250000 0.500000 hbar^2
S_plus example, symmetric covariance eigenvalues: 0.250000 0.250000 0.250000 hbar^2
Kramers pair, spin-orbit hopping: 0.500000 t
Kramers pair, largest site moment component: 0.000000 mu_B (g=2)
Kramers pair, <S^2>: 0.141677 hbar^2
Kramers pair, covariance eigenvalues: 0.035751 0.035751 0.070175 hbar^2
done: every assertion held
```
